**Loss of the minimum in the discretized Berry-phase field functional**

For a string of \(N\) k points and cell length \(a\), the minimum that grows out of the zero-field ground state is lost near the field \(2\pi E_g/(eNa)\) at large \(N\), where \(E_g\) is the smallest direct gap. The program works with \(K=e\mathcal E Na/2\pi\), where \(\mathcal E\) is the field; \(K_c\) marks the loss of the followed minimum, and \(K^*\) is the two-band bound above which no local minimum exists. It asserts that the analytic gradient and Hessian agree with finite differences of the functional, and that 200 sampled two-band states just above \(K^*\) all have a direction of negative curvature. It also asserts the phase winding of one turn, the closed form of \(K^*\) for a flat gap, and the oscillator formula for \(K^*\) near a quadratic gap minimum. In the two-band chain with a 3 eV gap, the output gives \(K_c\) between 3.09 and 3.18 eV for \(N\) from 8 to 64. In a four-band chain with two filled bands and a gap of 2.00 eV, it gives \(K_c=2.12\) eV at \(N=32\), and the program asserts agreement within 5 % with the envelope value computed from the direct gaps. The Hamiltonians are fixed, so self-consistent response is not included.

## Verification by program

```python
"""Loss of the minimum of the discretized Berry-phase field functional.

Result under test: for N k points on a string and cell length a, the functional
    G = sum_k tr<u_k|H_k|u_k> - K sum_k Im ln det<u_k|u_(k+1)>,
    K = e*field*N*a/(2 pi),
loses the minimum connected to the zero-field ground state at K -> E_gap
(smallest direct gap) for large N, so field_c = 2 pi E_gap/(e N a).
For two bands no minimum of any kind exists above K_star, the minimum over
envelopes f >= 0 of sum(gap_k f_k^2)/sum(f_k f_(k+1)), f = 0 at the largest gap.
Energies and K in eV, lengths in angstrom, fields in V/angstrom.
U holds occupied states, V their orthogonal complement, eps the variation.
"""
import numpy as np
from scipy.constants import physical_constants, angstrom

rng = np.random.default_rng(7)
SITE, HOP, CELL = 1.5, 1.0, 4.0


def two_band(n_k):
    k = 2 * np.pi * np.arange(n_k) / n_k
    h = np.zeros((n_k, 2, 2), complex)
    h[:, 0, 0], h[:, 1, 1] = SITE, -SITE
    h[:, 0, 1] = HOP * (1 + np.exp(-1j * k))
    h[:, 1, 0] = h[:, 0, 1].conj()
    return h


def four_band(n_k):
    k = 2 * np.pi * np.arange(n_k) / n_k
    h = np.zeros((n_k, 4, 4), complex)
    for i, level in enumerate((-3.5, -2.0, 1.0, 2.5)):
        h[:, i, i] = level
    h[:, 1, 1] += 0.6 * np.cos(k)
    h[:, 2, 2] -= 0.4 * np.cos(k)
    for i in range(3):
        h[:, i, i + 1] = h[:, i + 1, i] = 0.5
    h[:, 0, 3] = 0.5 * np.exp(-1j * k)
    h[:, 3, 0] = h[:, 0, 3].conj()
    return h


def split(x):
    """Orthonormal occupied states and their complement at every k."""
    n_occ = x.shape[2]
    full = np.array([np.linalg.qr(xk, mode="complete")[0] for xk in x])
    return full[:, :, :n_occ], full[:, :, n_occ:]


def functional(strength, h, x):
    """G evaluated from its definition for non-orthonormal states x."""
    total = 0.0
    for k in range(len(h)):
        xd = x[k].conj().T
        total += np.trace(np.linalg.solve(xd @ x[k], xd @ h[k] @ x[k])).real
        link = np.linalg.det(xd @ x[(k + 1) % len(h)])
        total -= strength * np.angle(link)
    return total


def derivatives(strength, h, u, v):
    """Real gradient and Hessian of G in (Re eps, Im eps) at eps = 0."""
    n_k, n, m = len(h), u.shape[2], v.shape[2]
    d = n * m
    mixed = np.zeros((n_k, d, n_k, d), complex)
    pure = np.zeros((n_k, d, n_k, d), complex)
    g = np.zeros((n_k, m, n), complex)
    for k in range(n_k):
        j = (k + 1) % n_k
        ud, vd = u[k].conj().T, v[k].conj().T
        huu, hvv = ud @ h[k] @ u[k], vd @ h[k] @ v[k]
        s_inv = np.linalg.inv(ud @ u[j])
        s_vu = vd @ u[j]
        left = s_inv @ (ud @ v[j])
        right = s_vu @ s_inv
        schur = vd @ v[j] - s_vu @ left
        mixed[k, :, k, :] += np.kron(hvv, np.eye(n)) - np.kron(np.eye(m), huu.T)
        b = 0.5j * strength * np.kron(schur, s_inv.T)
        mixed[k, :, j, :] += b
        mixed[j, :, k, :] += b.conj().T
        c = np.einsum("id,je->djei", left, left).reshape(d, d)
        e = np.einsum("cj,di->cidj", right, right).reshape(d, d)
        pure[j, :, j, :] -= 0.5j * strength * c
        pure[k, :, k, :] += 0.5j * strength * e.conj()
        g[k] += vd @ h[k] @ u[k] + 0.5j * strength * right
        g[j] -= 0.5j * strength * left.conj().T
    a = mixed.reshape(n_k * d, n_k * d)
    p = pure.reshape(n_k * d, n_k * d)
    hess = 2 * np.block([[a.real + p.real, -a.imag - p.imag],
                         [a.imag - p.imag, a.real - p.real]])
    return 2 * np.concatenate([g.real.ravel(), g.imag.ravel()]), hess


def displace(u, v, z):
    half = len(z) // 2
    eps = (z[:half] + 1j * z[half:]).reshape(len(u), v.shape[2], u.shape[2])
    return u + v @ eps


def relax(strength, h, x):
    """Newton search; returns the states only if they are a true minimum."""
    for _ in range(25):
        u, v = split(x)
        grad, hess = derivatives(strength, h, u, v)
        if np.max(np.abs(grad)) < 1e-10:
            return u if np.linalg.eigvalsh(hess)[0] > 0 else None
        z = np.linalg.solve(hess, -grad)
        if np.max(np.abs(z)) > 0.5:
            return None
        x = displace(u, v, z)
    return None


def direct_gaps(h, n_occ):
    levels = np.linalg.eigvalsh(h)
    return levels[:, n_occ] - levels[:, n_occ - 1]


def envelope_bound(gaps):
    """K_star: envelope vanishes at the k point with the largest gap."""
    inner = np.roll(gaps, -int(np.argmax(gaps)))[1:]
    off = 0.5 / np.sqrt(inner[:-1] * inner[1:])
    return 1 / np.linalg.eigvalsh(np.diag(off, 1) + np.diag(off, -1))[-1]


def vanishing_strength(h, n_occ):
    """Follow the minimum from zero field until it no longer exists."""
    x = np.linalg.eigh(h)[1][:, :, :n_occ]
    scale = envelope_bound(direct_gaps(h, n_occ))
    strength, step = 0.0, scale / 10
    while step > 1e-5 * scale:
        trial = relax(strength + step, h, x)
        if trial is None:
            step /= 2
        else:
            strength, x = strength + step, trial
        assert strength < 3 * scale, "minimum never disappears"
    return strength


# Gradient and Hessian against finite differences of the definition
for h, n_occ in ((two_band(6), 1), (four_band(6), 2)):
    x = np.linalg.eigh(h)[1][:, :, :n_occ]
    x = x + 0.15 * (rng.normal(size=x.shape) + 1j * rng.normal(size=x.shape))
    u, v = split(x)
    grad, hess = derivatives(1.7, h, u, v)
    for _ in range(4):
        z = rng.normal(size=len(grad))
        z /= np.linalg.norm(z)
        t = 1e-3
        gp, g0, gm = (functional(1.7, h, displace(u, v, s * z)) for s in (t, 0, -t))
        assert abs((gp - gm) / (2 * t) - grad @ z) < 1e-3
        assert abs((gp - 2 * g0 + gm) / t**2 - z @ hess @ z) < 1e-3

# Two-band theorem: above K_star every state has a direction of negative curvature
h = two_band(8)
k_star = envelope_bound(direct_gaps(h, 1))
ground = np.linalg.eigh(h)[1][:, :, :1]
highest = -np.inf
for trial in range(200):
    noise = rng.normal(size=ground.shape) + 1j * rng.normal(size=ground.shape)
    size = (0.0, 0.05, 0.3, 10.0)[trial % 4]
    u, v = split(ground + size * noise)
    lowest = np.linalg.eigvalsh(derivatives(1.0001 * k_star, h, u, v)[1])[0]
    highest = max(highest, lowest)
assert highest < 0

# Flat gap: the envelope bound has a closed form
for n_k in (5, 8, 20):
    assert abs(envelope_bound(np.full(n_k, 3.0)) - 3 / np.cos(np.pi / n_k)) < 1e-10

# Winding: one state circles a zero of its overlap, all states return
h = two_band(16)
levels, vecs = np.linalg.eigh(h)
u = vecs[:, :, 0]
site = 8
after, before = u[site + 1], u[site - 1]
orth = np.array([-after[1].conj(), after[0].conj()])
radius = 0.3 * abs(np.vdot(before, orth))
phases, energies = [], []
for angle in np.linspace(0, 2 * np.pi, 401):
    w = orth + radius * np.exp(1j * angle) * after
    w /= np.linalg.norm(w)
    phases.append(np.angle(np.vdot(before, w) * np.vdot(w, after)))
    energies.append(np.vdot(w, h[site] @ w).real)
phases = np.unwrap(phases)
winding = abs(phases[-1] - phases[0]) / (2 * np.pi)
loop_cost = max(energies) - levels[site, 0]
site_gap = levels[site, 1] - levels[site, 0]
assert abs(winding - 1) < 1e-9
assert loop_cost <= site_gap + 1e-12

# Oscillator correction, with the gap curvature taken by finite differences
def gap_at(ka):
    m = np.array([[SITE, HOP * (1 + np.exp(-1j * ka))],
                  [HOP * (1 + np.exp(1j * ka)), -SITE]])
    low, high = np.linalg.eigvalsh(m)
    return high - low


gap_min, gap_max = gap_at(np.pi), gap_at(0.0)
dk = 1e-3
curvature = (gap_at(np.pi + dk) - 2 * gap_min + gap_at(np.pi - dk)) / dk**2


def oscillator(n_k):
    return gap_min + np.pi / n_k * np.sqrt(gap_min * curvature)


for n_k in (32, 64, 128, 256):
    error = envelope_bound(direct_gaps(two_band(n_k), 1)) - oscillator(n_k)
    assert abs(error) < 0.2 * (2 * np.pi / n_k) ** 2

print(f"two-band chain: site energies +-{SITE:.1f} eV, hoppings {HOP:.1f} eV")
print(f"cell length a = {CELL:.1f} angstrom")
print(f"smallest direct gap = {gap_min:.4f} eV, largest = {gap_max:.4f} eV")
print(f"gap curvature in (k a) = {curvature:.4f} eV")
print(f"theorem, N=8: K_star = {k_star:.4f} eV")
print(f"largest lowest curvature in 200 trials = {highest:.4f} eV")
print(f"winding of the phase on the loop = {winding:.6f} turns")
print(f"loop cost = {loop_cost:.4f} eV, gap at that k = {site_gap:.4f} eV")

# Followed minimum in the two-band chain
print("K_c: minimum lost; K_star: bound; K_osc: oscillator formula")
au_field = physical_constants["atomic unit of electric field"][0] * angstrom
for n_k in (8, 16, 32, 64):
    h = two_band(n_k)
    k_c = vanishing_strength(h, 1)
    bound = envelope_bound(direct_gaps(h, 1))
    b2 = (2 * np.pi / n_k) ** 2
    assert k_c <= bound * (1 + 1e-6)
    assert k_c > bound * (1 - b2)
    field_c = 2 * np.pi * k_c / (n_k * CELL)
    simple = gap_min / (n_k * CELL)
    print(f"N={n_k}: K_c={k_c:.4f} K_star={bound:.4f} K_osc={oscillator(n_k):.4f} eV")
    print(f"  field lost = {field_c:.4f} V/angstrom = {field_c / au_field:.5f} a.u.")
    print(f"  2 pi gap/(e N a) = {2 * np.pi * simple:.4f} V/angstrom")
    print(f"  gap/(e N a) = {simple:.4f} V/angstrom")

# Four bands, two of them filled
h = four_band(32)
gaps4 = direct_gaps(h, 2)
k_c4, bound4 = vanishing_strength(h, 2), envelope_bound(gaps4)
assert abs(k_c4 / bound4 - 1) < 0.05
print(f"four bands, N=32: smallest direct gap = {gaps4.min():.4f} eV")
print(f"  K_c = {k_c4:.4f} eV, envelope value = {bound4:.4f} eV")

print("limits in V/angstrom: 2 pi gap/(e N a) | gap/(e N a)")
for gap in (1.0, 3.0, 6.0):
    for length, n_k in ((4.0, 8), (4.0, 16), (4.0, 32), (12.0, 8)):
        low = gap / (n_k * length)
        print(f"gap {gap:.0f} eV, a {length:.0f} angstrom, N {n_k}: "
              f"{2 * np.pi * low:.4f} | {low:.4f}")

wanted = 0.1
print(f"largest N at {wanted:.1f} V/angstrom, a = {CELL:.0f} angstrom:")
for gap in (1.0, 3.0, 6.0):
    ratio = gap / (wanted * CELL)
    print(f"gap {gap:.0f} eV: 2 pi rule {int(2 * np.pi * ratio)}, "
          f"cautious rule {int(ratio)}")
print("no test failed")
```

Printed output:

```
two-band chain: site energies +-1.5 eV, hoppings 1.0 eV
cell length a = 4.0 angstrom
smallest direct gap = 3.0000 eV, largest = 5.0000 eV
gap curvature in (k a) = 1.3333 eV
theorem, N=8: K_star = 3.7424 eV
largest lowest curvature in 200 trials = -0.4490 eV
winding of the phase on the loop = 1.000000 turns
loop cost = 2.9915 eV, gap at that k = 3.0000 eV
K_c: minimum lost; K_star: bound; K_osc: oscillator formula
N=8: K_c=3.1341 K_star=3.7424 K_osc=3.7854 eV
  field lost = 0.6154 V/angstrom = 0.01197 a.u.
  2 pi gap/(e N a) = 0.5890 V/angstrom
  gap/(e N a) = 0.0938 V/angstrom
N=16: K_c=3.1816 K_star=3.3777 K_osc=3.3927 eV
  field lost = 0.3124 V/angstrom = 0.00607 a.u.
  2 pi gap/(e N a) = 0.2945 V/angstrom
  gap/(e N a) = 0.0469 V/angstrom
N=32: K_c=3.1572 K_star=3.1927 K_osc=3.1963 eV
  field lost = 0.1550 V/angstrom = 0.00301 a.u.
  2 pi gap/(e N a) = 0.1473 V/angstrom
  gap/(e N a) = 0.0234 V/angstrom
N=64: K_c=3.0892 K_star=3.0973 K_osc=3.0982 eV
  field lost = 0.0758 V/angstrom = 0.00147 a.u.
  2 pi gap/(e N a) = 0.0736 V/angstrom
  gap/(e N a) = 0.0117 V/angstrom
four bands, N=32: smallest direct gap = 1.9995 eV
  K_c = 2.1224 eV, envelope value = 2.1283 eV
limits in V/angstrom: 2 pi gap/(e N a) | gap/(e N a)
gap 1 eV, a 4 angstrom, N 8: 0.1963 | 0.0312
gap 1 eV, a 4 angstrom, N 16: 0.0982 | 0.0156
gap 1 eV, a 4 angstrom, N 32: 0.0491 | 0.0078
gap 1 eV, a 12 angstrom, N 8: 0.0654 | 0.0104
gap 3 eV, a 4 angstrom, N 8: 0.5890 | 0.0938
gap 3 eV, a 4 angstrom, N 16: 0.2945 | 0.0469
gap 3 eV, a 4 angstrom, N 32: 0.1473 | 0.0234
gap 3 eV, a 12 angstrom, N 8: 0.1963 | 0.0312
gap 6 eV, a 4 angstrom, N 8: 1.1781 | 0.1875
gap 6 eV, a 4 angstrom, N 16: 0.5890 | 0.0938
gap 6 eV, a 4 angstrom, N 32: 0.2945 | 0.0469
gap 6 eV, a 12 angstrom, N 8: 0.3927 | 0.0625
largest N at 0.1 V/angstrom, a = 4 angstrom:
gap 1 eV: 2 pi rule 15, cautious rule 2
gap 3 eV: 2 pi rule 47, cautious rule 7
gap 6 eV: 2 pi rule 94, cautious rule 15
no test failed
```
